# Helium C6 from CCSD polarizabilities at imaginary frequency

## Problem

Two ground-state He atoms are a distance $R$ apart. The nuclei are clamped, the electrons are nonrelativistic, the interaction is the instantaneous Coulomb one, and $R$ is large enough that the charge clouds do not overlap. Units are Gaussian.

(a) Express $C_6$ in $E=-C_6/R^6$ through the polarizability at imaginary frequency, $\alpha(iu)$.

(b) Derive the CCSD linear-response expression for $\alpha(\omega)$, show that $\alpha(iu)$ is real, and relate it to full CI.

(c) Compute $C_6$ in the aug-cc-pVQZ basis by Gauss-Legendre quadrature.

## Hints

1. Expand the Coulomb interaction to order $R^{-3}$ and write the denominator $1/(a+b)$ as an integral whose integrand factorizes.
2. Excitation operators commute, so $\partial\bar O/\partial t_\nu=[\bar O,\tau_\nu]$ for $\bar O=e^{-T}Oe^{T}$.
3. Eliminate the first-order multipliers with the amplitude equation at $-\omega$.
4. Map $[0,\infty)$ onto $[-1,1)$ and locate the poles.

## Solution

### (a) The Casimir-Polder formula

Charges $q_i$ sit at $\mathbf r_i$ (atom A) and $q_j$ at $R\mathbf n+\mathbf r_j$ (atom B). With $\mathbf s=\mathbf r_j-\mathbf r_i$, $y=2\mathbf n\cdot\mathbf s/R+s^2/R^2$ and $(1+y)^{-1/2}=1-y/2+3y^2/8-\dots$,
$$\frac1{|R\mathbf n+\mathbf s|}=\frac1R-\frac{\mathbf n\cdot\mathbf s}{R^2}+\frac{3(\mathbf n\cdot\mathbf s)^2-s^2}{2R^3}+O(R^{-4}).$$
Neutrality, $\sum q_i=\sum q_j=0$, removes each term lacking $\mathbf r_i$ or $\mathbf r_j$. The cross terms $-6(\mathbf n\cdot\mathbf r_i)(\mathbf n\cdot\mathbf r_j)+2\mathbf r_i\cdot\mathbf r_j$ leave
$$V=R^{-3}\sum_{ab}T_{ab}\,d^A_ad^B_b,\qquad T_{ab}=\delta_{ab}-3n_an_b ,$$
where $\mathbf d=-e\sum_i\mathbf r_i$ is the dipole operator measured from the nucleus.

Parity gives $\langle0|\mathbf d|0\rangle=0$, which removes the first-order energy and the intermediate states with one atom unexcited. From an S state the dipole reaches P levels, with real components $|n_a\rangle$, excitation energy $\hbar\omega_n$ and $\langle n_a|d_b|0\rangle=\delta_{ab}d_n$. Since $\sum_{ab}T_{ab}^2=3-6+9=6$, second order gives
$$C_6=\frac6\hbar\sum_{nk}\frac{d_n^2d_k^2}{\omega_n+\omega_k}.\tag1$$

Below, $d=d_z$, and the perturbation is $\varepsilon\,d\,e^{-i\omega t}$ with $\varepsilon=-\mathcal E$ for a field $\mathcal E$ along $z$. To first order the ket and bra coefficients obey $i\hbar\dot c_n=\hbar\omega_nc_n+\varepsilon d_ne^{-i\omega t}$ and $-i\hbar\dot{\tilde c}_n=\hbar\omega_n\tilde c_n+\varepsilon d_ne^{-i\omega t}$. The driven solutions are $-\varepsilon d_ne^{-i\omega t}/[\hbar(\omega_n\mp\omega)]$. Setting $\langle d\rangle=\sum_nd_n(c_n+\tilde c_n)=\alpha\mathcal Ee^{-i\omega t}$ gives
$$\alpha(\omega)=\sum_n\frac{2\omega_nd_n^2}{\hbar(\omega_n^2-\omega^2)},\qquad \alpha(iu)=\frac{e^2}{m}\sum_n\frac{f_n}{\omega_n^2+u^2},\qquad f_n=\frac{2m\omega_nd_n^2}{\hbar e^2}.\tag2$$
At $\omega=iu$ the field is $\mathcal Ee^{ut}$, switched on exponentially. The function $\alpha(iu)$ is positive, decreasing, free of poles for real $u$, and tends to $(e^2/m)\sum_nf_n/u^2$ at large $u$.

For $a,b>0$, partial fractions and $\int_0^\infty du/(a^2+u^2)=\pi/2a$ give
$$\int_0^\infty\!\frac{du}{(a^2+u^2)(b^2+u^2)}=\frac{1}{b^2-a^2}\,\frac\pi2\Big(\frac1a-\frac1b\Big)=\frac{\pi}{2ab(a+b)},$$
and $a=b$ follows by continuity. Inserting the resulting $1/(a+b)$ into (1) and using $\sum_n\omega_nd_n^2/(\omega_n^2+u^2)=\hbar\alpha(iu)/2$,
$$C_6=\frac6\hbar\cdot\frac2\pi\cdot\frac{\hbar^2}4\int_0^\infty\!\alpha(iu)^2du=\frac{3\hbar}{\pi}\int_0^\infty\!\alpha(iu)^2\,du.\tag3$$
Replacing $d_n^2$ by $\hbar e^2f_n/2m\omega_n$ in (1) gives the closed form $C_6=\frac{3\hbar e^4}{2m^2}\sum_{nk}f_nf_k/[\omega_n\omega_k(\omega_n+\omega_k)]$, the reference for the quadrature.

### (b) CCSD response

The orbitals are real RHF orbitals, held fixed. The reference is $|0\rangle$, the singles and doubles are $|\mu\rangle=\tau_\mu|0\rangle$, $T=\sum t_\mu\tau_\mu$, and $\langle\Lambda|=\langle0|+\sum\lambda_\mu\langle\mu|$. Because the $\tau_\mu$ commute, $e^{-T}\partial_te^{T}|0\rangle=\dot T|0\rangle$, and
$$L=\langle\Lambda|e^{-T}(H-i\hbar\partial_t)e^{T}|0\rangle=\langle\Lambda|\bar H|0\rangle-i\hbar\sum_\mu\lambda_\mu\dot t_\mu .$$
Varying $\int L\,dt$ with respect to $\lambda_\mu$, and with respect to $t_\nu$ after integrating by parts, gives
$$i\hbar\dot t_\mu=\langle\mu|\bar H|0\rangle,\qquad -i\hbar\dot\lambda_\nu=\langle\Lambda|[\bar H,\tau_\nu]|0\rangle.\tag4$$

Without a field both sides vanish. Then $\langle\mu|\bar H|0\rangle=0$, and $E=\langle0|\bar H|0\rangle$. For two electrons $\{|0\rangle,|\mu\rangle\}$ spans the whole determinant space with one $\alpha$ and one $\beta$ electron, so $\bar H|0\rangle=E|0\rangle$ and the Jacobian is
$$A_{\mu\nu}=\langle\mu|[\bar H,\tau_\nu]|0\rangle=\bar H_{\mu\nu}-E\delta_{\mu\nu}.$$
Since $\langle0|\tau_\nu=0$, the second equation reads $\sum_\mu\lambda_\mu A_{\mu\nu}=-\langle0|\bar H|\nu\rangle$.

With the field, write $\delta t=\varepsilon\,t(\omega)e^{-i\omega t}$ and $\delta\lambda=\varepsilon\,\lambda(\omega)e^{-i\omega t}$. By hint 2, $\delta\bar H=[\bar H,\delta T]+\varepsilon\bar de^{-i\omega t}$. Define, with ground-state $T$ and $\Lambda$,
$$\xi_\mu=\langle\mu|\bar d|0\rangle,\quad \eta_\nu=\langle\Lambda|[\bar d,\tau_\nu]|0\rangle,\quad F_{\mu\nu}=\langle\Lambda|[[\bar H,\tau_\mu],\tau_\nu]|0\rangle .$$
$F$ is symmetric: expanded, the double commutator is $\bar H\tau_\mu\tau_\nu-\tau_\mu\bar H\tau_\nu-\tau_\nu\bar H\tau_\mu+\tau_\nu\tau_\mu\bar H$, and the $\tau$ commute. The time derivatives in (4) give $i\hbar(-i\omega)=+\hbar\omega$ and $-i\hbar(-i\omega)=-\hbar\omega$, so $\hbar\omega\,t=At+\xi$ and $-\hbar\omega\lambda=\lambda A+tF+\eta$, that is
$$(A-\hbar\omega)\,t(\omega)=-\xi,\qquad \lambda(\omega)(A+\hbar\omega)=-\eta-t(\omega)F.\tag5$$
The dipole moment is taken as $\langle\Lambda|\bar d|0\rangle$, whose first-order part is $\varepsilon e^{-i\omega t}[\eta\cdot t(\omega)+\lambda(\omega)\cdot\xi]$. The first of (5) at $-\omega$ reads $\xi=-(A+\hbar\omega)t(-\omega)$, so $\lambda(\omega)\cdot\xi=[\eta+t(\omega)F]\cdot t(-\omega)$. With $\varepsilon=-\mathcal E$,
$$\alpha(\omega)=-\big[\eta\cdot t(\omega)+\eta\cdot t(-\omega)+t(\omega)F\,t(-\omega)\big].\tag6$$

At $\omega=iu$, conjugating $(A-i\hbar u)t(iu)=-\xi$ with real $A$ and $\xi$ gives the equation of $t(-iu)$, so $t(-iu)=t(iu)^*$. With $t=t(iu)$,
$$\alpha(iu)=-\big[2\,\eta\cdot\mathrm{Re}\,t+tFt^*\big],$$
and $(tFt^*)^*=t^*Ft=tFt^*$ for real symmetric $F$. Hence $\alpha(iu)$ is real.

For the relation to full CI, label determinants $|p\alpha\,q\beta\rangle$ with orbital $0$ occupied in the reference. The coefficients of $e^T|0\rangle$ are $1$, $t_{p0}$, $t_{0q}$ and $t_{pq}+t_{p0}t_{0q}$, which can be solved for the amplitudes. The ket therefore covers each state with nonzero reference overlap, up to a factor. The bra $\langle\Lambda|e^{-T}$ covers each bra with unit overlap on that ket. Stationarity of $\int L\,dt$ is then the Schrödinger equation for ket and bra. The bra starts as the left ground-state eigenvector of $H$. At $\omega=iu$ the field $\mathcal Ee^{ut}$ is real and the full Hamiltonian is Hermitian, so the bra remains proportional to the adjoint of the ket, $\langle\Lambda|\bar d|0\rangle$ is the expectation value, and (6) equals (2) on the imaginary axis. In a finite basis both are rational functions of $\omega$, so they are equal at every $\omega$. The poles agree: $\bar H$ is similar to $H$, and its first column is $(E,0,\dots)$, so the eigenvalues of $A$ are the full-CI $\hbar\omega_n$. With more electrons completeness fails, and this equality is no longer guaranteed.

### (c) Quadrature and numbers

Set $u=\omega_0(1+x)/(1-x)$, so that $du=2\omega_0\,dx/(1-x)^2$. With Legendre nodes $x_k$ and weights $w_k$,
$$C_6\approx\frac{3\hbar}\pi\sum_{k=1}^NW_k\,\alpha(iu_k)^2,\qquad W_k=\frac{2\omega_0w_k}{(1-x_k)^2}.$$
The inverse map $x=(u-\omega_0)/(u+\omega_0)$ sends the poles $u=\pm i\omega_n$ to complex points with $|x|=1$, off the interval. Near $x=1$, $\alpha^2\propto u^{-4}\propto(1-x)^4$, so the integrand vanishes as $(1-x)^2$. In a finite basis it is a rational function without poles on $[-1,1]$.

Energies are in $E_h$, frequencies in $E_h/\hbar$, $\alpha$ in $a_0^3$ and $C_6$ in $E_ha_0^6$. The 46 orbitals give $E_{\rm RHF}=-2.861522$ and $E_{\rm CCSD}=E_{\rm FCI}=-2.902534$. Since $d$ is odd under $z\to-z$ and even under the other two reflections, (5) is solved in the 284 determinants of that symmetry. The static value is $\alpha(0)=1.417715-0.033547=1.384168$, from the $\eta$ and $F$ parts. Two basis states, at $\hbar\omega_n=0.88350$ and $1.89357$, carry $f_n=0.88280$ and $0.87338$ out of $\sum f_n=2.0039$. They are pseudostates rather than spectral lines (the true lowest bright level lies at roughly $0.8$). The choice $\omega_0=1$ lies between them. For $N=8$:

| $x_k$ | $u_k$ | $W_k$ | $\alpha(iu_k)$ | $W_k\alpha^2$ |
|---|---|---|---|---|
| $-0.960290$ | 0.020257 | 0.052686 | 1.383546 | 0.100851 |
| $-0.796666$ | 0.113173 | 0.137782 | 1.365036 | 0.256733 |
| $-0.525532$ | 0.311018 | 0.269594 | 1.253015 | 0.423276 |
| $-0.183435$ | 0.689996 | 0.517928 | 0.926890 | 0.444965 |
| $+0.183435$ | 1.449283 | 1.087868 | 0.468654 | 0.238936 |
| $+0.525532$ | 3.215251 | 2.787023 | 0.148485 | 0.061448 |
| $+0.796666$ | 8.836056 | 10.757461 | 0.024073 | 0.006234 |
| $+0.960290$ | 49.364965 | 128.389657 | 0.000819 | 0.000086 |

In the fourth row $u=(1-0.183435)/(1+0.183435)=0.689996$ and $0.517928\times0.926890^2=0.444965$. The last column sums to $1.532529$, and
$$C_6=0.954930\times1.532529=1.46346 .$$
The closed form in this basis is $1.4634482$. The absolute deviations from it are $-5.5\times10^{-2}$, $+3.1\times10^{-3}$, $+3.5\times10^{-4}$, $+8.9\times10^{-6}$ and $+4.3\times10^{-8}$ for $N=2,4,6,8,12$.

For $N\ge6$ the basis limits the accuracy far more than the quadrature. For aug-cc-pVDZ, TZ and QZ, $C_6=1.4746,\ 1.4682,\ 1.4634$. The last step is still $0.0048$, so the third decimal is not converged, and the result is $C_6\approx1.46$. Over the same series $\alpha(0)$ rises, $1.3623,\ 1.3793,\ 1.3842$, while $C_6$ falls. The two trends are compatible because $\alpha(0)$ does not fix $\alpha(iu)$. Along the series $\alpha(iu)$ rises at small $u$ but falls between about $u=0.4$ and $1.5$; at $u=0.7$ it is $0.9361,\ 0.9244,\ 0.9185$. From TZ to QZ the range $u<0.3$ adds $0.0023$ to $C_6$, while the range $0.3<u<1.5$ removes $0.0069$. With $a_0=5.291772\times10^{-9}$ cm and $E_h=4.359745\times10^{-11}$ erg, the QZ values are $\alpha(0)=1.3842\,a_0^3=2.05\times10^{-25}\ \mathrm{cm^3}$ and $C_6=1.4634\,E_ha_0^6=1.40\times10^{-60}\ \mathrm{erg\,cm^6}$.

The numerical check below tests (6) against the sum over states, finite fields and real-time propagation of (4), and the quadrature against (1).

## Variation 1: the $F$ term dropped

What does $C_6$ become if (6) is cut to its $\eta$ terms?

The static value rises from $1.384168$ to $1.417715$, by $0.033547/1.384168=2.4\%$ of the full value. Since (3) is quadratic in $\alpha$, a frequency-independent ratio would multiply $C_6$ by $(1.417715/1.384168)^2=1.049$. The computed value is $1.53985$, and $1.53985/1.46345=1.052$, so the weighted ratio along the imaginary axis is slightly larger than at $u=0$. The error of $5.2\%$ relative to the full result in the same basis, $0.076$ in absolute terms, is much larger than the TZ to QZ basis step.

## Variation 2: doubles alone, fixed orbitals

Does (6) hold for CCD, and what does it give in aug-cc-pVDZ?

Equations (4) to (6) used the commutation of the $\tau_\mu$, which persists. The form $A=\bar H-E$ also persists: $\bar H|0\rangle$ may now contain singles, but a double excitation operator annihilates them in a two-electron system. Completeness is lost, so equality with full CI is not implied.

The operator $d$ is a one-electron operator and cannot connect $|0\rangle$ to a double. Both $\xi$ and $\eta$ therefore vanish at $T=\lambda=0$ and begin at first order in the correlation amplitudes. So does $t(\omega)$, and each term of (6) is at least of second order. The computed $\alpha(0)$ is $0.007345$, against $1.362338$ for CCSD, and at $u=0.8$ the values are $0.006728$ and $0.855891$. The finite-field CCD energy reproduces $0.007345$, and propagation of (4) in a field growing as $e^{ut}$ reproduces $0.006728$. Equation (6) is thus the response of the CCD model, and with fixed orbitals that model lacks the singles through which the field polarizes the atom.

## Numbers as computed

```
basis        n_orb  E_CCSD/Eh     alpha(0)/a0^3  sum f   C6(N=24)/(Eh a0^6)
aug-cc-pvdz    9  -2.88954849  1.362338     2.0220  1.474595
aug-cc-pvtz   23  -2.90059792  1.379303     2.0025  1.468237
aug-cc-pvqz   46  -2.90253360  1.384168     2.0039  1.463448
DZ CCSD: alpha(0) 1.362338 finite field 1.362338; alpha(i0.8) 0.855891 real time 0.855891 a0^3
DZ CCD: alpha(0) 0.007345 finite field 0.007345; alpha(i0.8) 0.006728 real time 0.006728 a0^3
--- He CCSD/aug-cc-pVQZ ---
determinants: even 344, z-odd 284
E_RHF -2.86152200 Eh, E_CCSD -2.90253360 Eh, E_FCI -2.90253360 Eh
bright pseudostate: hbar*omega_n 0.88350 Eh, f_n 0.88280
bright pseudostate: hbar*omega_n 1.89357 Eh, f_n 0.87338
bright pseudostate: hbar*omega_n 2.24446 Eh, f_n 0.00106
alpha(0): eta part 1.417715, F part -0.033547, total 1.384168 a0^3
alpha(0): finite field 1.384168, sum over states 1.384168 a0^3
omega_0 = 1.0 Eh/hbar; N=8 table
x_k        u_k/(Eh/hbar) W_k/(Eh/hbar) alpha/a0^3 W*alpha^2/(Eh a0^6/hbar)
-0.960290    0.020257     0.052686  1.383546  0.100851
-0.796666    0.113173     0.137782  1.365036  0.256733
-0.525532    0.311018     0.269594  1.253015  0.423276
-0.183435    0.689996     0.517928  0.926890  0.444965
+0.183435    1.449283     1.087868  0.468654  0.238936
+0.525532    3.215251     2.787023  0.148485  0.061448
+0.796666    8.836056    10.757461  0.024073  0.006234
+0.960290   49.364965   128.389657  0.000819  0.000086
sum W*alpha^2 = 1.532529 Eh a0^6/hbar; 3/pi = 0.954930
N= 2: C6 1.4086392 Eh a0^6, deviation from closed form -5.5e-02
N= 4: C6 1.4665698 Eh a0^6, deviation from closed form +3.1e-03
N= 6: C6 1.4638027 Eh a0^6, deviation from closed form +3.5e-04
N= 8: C6 1.4634571 Eh a0^6, deviation from closed form +8.9e-06
N=12: C6 1.4634482 Eh a0^6, deviation from closed form +4.3e-08
N=24: C6 1.4634482 Eh a0^6, deviation from closed form -9.5e-12
C6 closed double sum 1.4634482, second-order theory 1.4634482 Eh a0^6
C6 if the F term is dropped (wrong): 1.53985 Eh a0^6
a0 = 5.291772e-09 cm, Eh = 4.359745e-11 erg
alpha(0) = 1.3842 a0^3 = 2.0511e-25 cm^3
C6 = 1.4634 Eh a0^6 = 1.4010e-60 erg cm^6
```
